\section*{The t^(1/6) Law from Reversible Hydrogen Dimerisation in the Reaction-Diffusion Model}

\section{Definitions and conventions}

In the reaction-diffusion model of bias temperature instability, stress breaks Si--H bonds at the interface between silicon and its oxide. The hydrogen released can repair a bond or diffuse away. The coordinate $x\ge0$ points from the interface into the dielectric, and a constant stress is switched on at $t=0$. The symbols are:
\begin{itemize}
\item $N_0$, initial Si--H bonds per area, and $N(t)$, broken bonds per area;
\item $H$ and $M$, the numbers of H atoms and H$_2$ molecules per volume;
\item $k_F$ and $k_R$, the rate constants of bond breaking and repair;
\item $D_H$ and $D$, the diffusivities of H and H$_2$.
\end{itemize}
At the start there are no broken bonds and no free hydrogen. The medium is uniform and fills $x>0$. The bond kinetics are
\begin{equation}
\frac{dN}{dt}=k_F(N_0-N)-k_RNH(0,t).
\label{bond}
\end{equation}
If $N\ll N_0$, the first term on the right is close to $k_FN_0$. If also $dN/dt\ll k_FN_0$, the two terms nearly cancel, so that
\begin{equation}
N\,H(0,t)=G,\qquad G=\frac{k_FN_0}{k_R}.
\label{balance}
\end{equation}
More damage therefore means less free atomic hydrogen at the interface. All the power laws below rest on this relation.

\section{Hydrogen stored by diffusion}

Let a species of density $u(x,t)$ obey $\partial_tu=D_u\partial_x^2u$, with $u(x,0)=0$, $u\to0$ far away and a given surface value $u_s(t)$. A Laplace transform in time, marked by a hat, gives
\begin{equation}
s\hat u=D_u\hat u''\quad\Rightarrow\quad
\hat u=\hat u_s\,e^{-x\sqrt{s/D_u}},
\end{equation}
where the growing exponential is excluded. Integration over $x$ gives $\hat u_s\sqrt{D_u/s}$. Since $s^{-1/2}$ is the transform of $1/\sqrt{\pi t}$, the convolution theorem yields
\begin{equation}
\int_0^\infty u\,dx=\sqrt{\frac{D_u}{\pi}}\int_0^t\frac{u_s(\tau)}{\sqrt{t-\tau}}\,d\tau .
\label{memory}
\end{equation}
For $u_s=Ct^p$ with $p>-1$, put $\tau=tv$. The integral becomes
\begin{equation}
Ct^{p+1/2}\int_0^1v^p(1-v)^{-1/2}dv
=Ct^{p+1/2}\frac{\Gamma(1+p)\Gamma(1/2)}{\Gamma(3/2+p)}.
\end{equation}
Because $\Gamma(1/2)=\sqrt\pi$,
\begin{equation}
\int_0^\infty u\,dx=g(p)\,u_s(t)\sqrt{D_ut},\qquad
g(p)=\frac{\Gamma(1+p)}{\Gamma(3/2+p)}.
\label{g}
\end{equation}
A constant surface density is a simple limit: $g(0)=2/\sqrt\pi$, the area under the complementary error function profile. For a falling surface density $g$ is larger, because hydrogen that entered earlier, at higher density, is still in the medium.

\section{Simple case: atoms alone}

Without dimerisation, each broken bond has released one atom that is still free, so $N=\int H\,dx$. Try $N=Bt^a$. By (\ref{balance}), $H(0,t)=(G/B)t^{-a}$, and (\ref{g}) gives
\begin{equation}
Bt^a=g(-a)\frac GB\sqrt{D_H}\,t^{1/2-a}.
\end{equation}
Equal powers require $a=1/2-a$, hence $a=1/4$, and
\begin{equation}
N^2=g(-1/4)\,G\sqrt{D_Ht}.
\label{quarter}
\end{equation}

This was tested against a finite-volume solution of the rate and diffusion equations, which starts from undamaged bonds and assumes neither (\ref{balance}) nor a power law. Between $10^3$ and $10^5$ s its exponent is 0.249. With $D_H=10^{-14}$ cm$^2$/s, its value at $10^5$ s is $6.52\times10^{10}$ cm$^{-2}$, against $6.54\times10^{10}$ cm$^{-2}$ from (\ref{quarter}).

\section{First generalization: one-way dimerisation}

Let atoms combine in a well-mixed interface layer of thickness $\delta$, and let them be confined to it. Molecules diffuse out and are inert outside. With $k_d$ the dimerisation constant and $k_s$ the dissociation constant, the net number of molecules formed per volume and time in the layer is
\begin{equation}
R=k_dH^2-k_sM(0,t).
\end{equation}
Here $H$ is the layer density. Each event removes two atoms, so
\begin{equation}
\delta\frac{dH}{dt}=\frac{dN}{dt}-2\delta R .
\label{layer}
\end{equation}
Molecules are created only in the layer, hence $d(\int M\,dx)/dt=\delta R$, the integral including the layer. Eliminating $R$ and integrating from the empty initial state gives the hydrogen count
\begin{equation}
N=\delta H+2\int_0^\infty M\,dx .
\label{count}
\end{equation}

Suppose that dimerisation is not reversed, $k_s=0$, and that storage of atoms in the layer is negligible. Then (\ref{layer}) and (\ref{balance}) give
\begin{equation}
\frac{dN}{dt}=2\delta k_d\frac{G^2}{N^2}
\quad\Rightarrow\quad \frac{N^3}{3}=2\delta k_dG^2t
\quad\Rightarrow\quad N^3=6\delta k_dG^2t.
\label{oneway}
\end{equation}
This is a $t^{1/3}$ law. A larger $k_d$ raises its prefactor and leaves the exponent alone, as long as (\ref{balance}) holds. Rapid formation of H$_2$ is thus not sufficient for a $t^{1/6}$ law.

The numerical solution with $k_s=0$ has exponent 0.332 between 10 and 100 s. At 100 s it gives $1.800\times10^{11}$ cm$^{-2}$, which is 0.9\% below (\ref{oneway}). Bond depletion accounts for this size. Replacing $N_0$ by $N_0-N$ multiplies the rate by $1-2N/N_0$ to first order, and the time average of $N\propto t^{1/3}$ is $3N/4$. Thus $N^3$ is reduced by the fraction $3N/(2N_0)$ and $N$ by $N/(2N_0)$, which is 0.9\% for $N_0=10^{13}$ cm$^{-2}$.

\section{Second generalization: rapid in both directions}

Now let formation and dissociation both be fast compared with the removal of molecules by diffusion. The two terms of $R$ then nearly cancel:
\begin{equation}
M(0,t)=KH^2=\frac{KG^2}{N^2},\qquad K=\frac{k_d}{k_s}.
\label{equilibrium}
\end{equation}
If few atoms are stored in the layer, $\delta H\ll N$, the count (\ref{count}) becomes $N=2\int M\,dx$. For $\delta\ll\sqrt{Dt}$ the layer is a thin part of the diffusion medium, and (\ref{memory}) applies.

Try $N=Bt^a$ again. The surface density is $KG^2B^{-2}t^{-2a}$, so $p=-2a$ and
\begin{equation}
Bt^a=2g(-2a)\frac{KG^2}{B^2}\sqrt D\,t^{1/2-2a}.
\end{equation}
Equal powers require $a=1/2-2a$, which gives $a=1/6$ and $p=-1/3$. Multiplication by $B^2$ fixes the prefactor:
\begin{equation}
\boxed{N(t)=\left[2gKG^2\sqrt{Dt}\right]^{1/3},\qquad
g=\frac{\Gamma(2/3)}{\Gamma(7/6)}=1.4596.}
\label{sixth}
\end{equation}
The exponent has a direct reading. Diffusion contributes $t^{1/2}$. The surface density of molecules varies as $N^{-2}$, because two atoms must meet, whereas that of atoms varies as $N^{-1}$. The steeper feedback makes $N^3$, instead of $N^2$, grow as $t^{1/2}$. Doubling the damage takes $2^6=64$ times as long.

\section{The molecular profile}

The prefactor can be checked through the spatial profile. Write $M=Ct^{-1/3}f(\eta)$ with $\eta=x/\sqrt{Dt}$ and $f(0)=1$. Since $\partial_t\eta=-\eta/(2t)$,
\begin{equation}
\partial_tM=Ct^{-4/3}\left(-\tfrac13f-\tfrac\eta2f'\right),\qquad
D\partial_x^2M=Ct^{-4/3}f'' .
\end{equation}
The diffusion equation becomes
\begin{equation}
f''+\tfrac\eta2f'+\tfrac13f=0.
\label{shape}
\end{equation}
Put $z=\eta^2/4$. Then $f''=zf_{zz}+\frac12f_z$ and $\frac\eta2f'=zf_z$. With $f=e^{-z}w(z)$,
\begin{equation}
f_z=e^{-z}(w'-w),\qquad f_{zz}=e^{-z}(w''-2w'+w),
\end{equation}
and collecting terms gives Kummer's equation,
\begin{equation}
zw''+\left(\tfrac12-z\right)w'-\tfrac16w=0.
\end{equation}
Tricomi's solution $U(1/6,1/2,z)$ makes $f$ decay as $z^{-1/6}e^{-z}$. Any admixture of the growing solution would leave $f\propto z^{-1/3}$, hence $M\propto x^{-2/3}$ as $t\to0$, contrary to the empty initial state. As $U(1/6,1/2,0)=\sqrt\pi/\Gamma(2/3)$,
\begin{equation}
f=\frac{\Gamma(2/3)}{\sqrt\pi}\,e^{-z}\,U\!\left(\tfrac16,\tfrac12,z\right).
\end{equation}
Quadrature of this function gives an area of 1.4596, equal to $g$. The numerical profile at $10^5$ s differs from $f$ by at most 0.0016 of the interface density at the points compared. At $x=\sqrt{Dt}$ the density is still 0.64 of its interface value.

\section{How fast the reactions must be}

Equilibrium cannot be perfect, since a net reaction must supply the outgoing molecules. With little storage of atoms, (\ref{layer}) gives $R=(dN/dt)/(2\delta)$. The relative departure from equilibrium is
\begin{equation}
\epsilon=1-\frac{M(0,t)}{KH^2}=\frac{R}{k_dH^2}
\simeq\frac{N/(6t)}{2\delta k_sM(0,t)},
\end{equation}
using $dN/dt=N/(6t)$ and, to leading order, $k_dH^2=k_sM(0,t)$. Substituting $N=2gM(0,t)\sqrt{Dt}$,
\begin{equation}
\epsilon\simeq\frac g6\,\frac{\sqrt{D/t}}{\delta k_s}.
\label{lag}
\end{equation}
The condition $\epsilon\ll1$ contains $k_s$ but not $k_d$. Bond balance fixes $H$ for a given $N$, and dissociation sets how quickly the molecular density follows it.

The same time scale appears where the laws (\ref{oneway}) and (\ref{sixth}) cross:
\begin{equation}
6\delta k_dG^2t=2gKG^2\sqrt{Dt}
\quad\Rightarrow\quad t=\frac{g^2}{9}\frac{D}{(\delta k_s)^2}.
\end{equation}
As $k_s\to0$ this time goes to infinity and the $t^{1/6}$ regime is never reached. A $t^{1/3}$ stretch before the crossing appears only if bond balance and negligible atomic storage already hold there.

\section{A worked example}

Take round model parameters: $N_0=10^{13}$ cm$^{-2}$, $k_F=1$ s$^{-1}$, $k_R=10^{-13}$ cm$^3$/s, $k_d=10^{-14}$ cm$^3$/s, $k_s=1$ s$^{-1}$, $D=10^{-14}$ cm$^2$/s and $\delta=1$ nm. They do not describe a particular device. They give $G=10^{26}$ cm$^{-5}$ and $K=10^{-14}$ cm$^3$.

At $t=1000$ s, $\sqrt{Dt}=3.162\times10^{-6}$ cm, and
\begin{align}
N^3&=2(1.4596)(10^{-14})(10^{52})(3.162\times10^{-6})
=9.23\times10^{32}\ \mathrm{cm^{-6}},\\
N&=9.74\times10^{10}\ \mathrm{cm^{-2}}.
\end{align}
Then $H=G/N=1.03\times10^{15}$ cm$^{-3}$ and $M(0)=KH^2=1.05\times10^{16}$ cm$^{-3}$.

The assumptions can now be checked. The ratio $(dN/dt)/(k_FN_0)$ is $1.6\times10^{-6}$, the layer holds atoms amounting to 0.1\% of $N$, and $N/N_0$ is 1.0\%. From (\ref{lag}), $\epsilon=0.2433\times0.0316=0.0077$, and the numerical solution also gives 0.0077.

For a dielectric of thickness $d=2$ nm and relative permittivity 3.9, suppose that every broken bond carries one positive elementary charge $q$ at the interface. The capacitance per area is $C=3.9\,\varepsilon_0/d$, and the threshold voltage shifts in the negative direction by
\begin{equation}
|\Delta V|=\frac{qN}{C}=9.0\ \mathrm{mV}.
\end{equation}
If only some of the bonds are charged, the shift is proportionately smaller.

The full numerical solution has exponent 0.1654 between $10^3$ and $10^5$ s. At 1000 s it lies 0.8\% below (\ref{sixth}), and at $10^5$ s 1.3\% below.

\section{Correction for depleted bonds}

The growing deficit suggests loss of unbroken bonds, which can be calculated. Let $N_p$ be the power law (\ref{sixth}), $M_p$ its surface density, $n=N_p/N_0$ and $N=N_p(1+u)$, with $n$ and $u$ small. Replacing $N_0$ by $N_0-N$ in the bond balance gives
\begin{equation}
M(0,t)=\frac{KG^2(1-N/N_0)^2}{N^2}\simeq M_p(1-2u-2n).
\end{equation}
Since $n\propto t^{1/6}$, take $u\propto t^{1/6}$ too. The correction to $M(0,t)$ then varies as $t^{-1/3+1/6}=t^{-1/6}$, and its stored amount carries $g(-1/6)$. Dividing the hydrogen count by $N_p=2gM_p\sqrt{Dt}$,
\begin{equation}
1+u=1-2r(u+n),\qquad r=\frac{g(-1/6)}{g(-1/3)},
\end{equation}
so that
\begin{equation}
u=-\frac{2r}{1+2r}\,n=-0.634\,n .
\end{equation}
At $10^5$ s this lowers the power-law value from $2.098\times10^{11}$ to $2.070\times10^{11}$ cm$^{-2}$, and the numerical solution also gives $2.070\times10^{11}$ cm$^{-2}$. At 1000 s the correction is 0.6\%, most of the 0.8\% deficit. The small remainder is not assigned to a single cause here. It is of the size expected from the neglected terms in $\epsilon$ and $\delta/\sqrt{Dt}$, and its value depends on how the layer is joined to the numerical grid.

\section{When atoms escape or the medium ends}

So far atoms have been confined to the layer. If they can also diffuse outward without reacting there, (\ref{g}) gives their stored amount relative to that of hydrogen in molecules. Apart from a ratio of $g$ factors of order one, it is
\begin{equation}
\frac{H\sqrt{D_H}}{2M(0,t)\sqrt D}=\frac{1}{2KH}\sqrt{\frac{D_H}{D}} .
\label{escape}
\end{equation}
This must be small for (\ref{sixth}) to hold. Because $H$ falls as damage grows, the ratio rises with time. If $N\ll N_0$ still holds when it becomes large, the law goes over to the atomic $t^{1/4}$ form.

The law (\ref{sixth}) leaves out atomic escape, which raises $N$ and lowers $H$, so its value of $H$ makes (\ref{escape}) too small. The omitted ratio of $g$ factors is below one, because the surface density of atoms falls more slowly than that of molecules, and it works the other way. An estimate made with $H$ from (\ref{sixth}) is therefore a rough guide to the ratio of stored amounts and not a bound on it. In the example at 1000 s, this estimate reaches one for $D_H=4.2\times10^{-12}$ cm$^2$/s, about 420 times $D$. With $D_H=10^{-12}$ cm$^2$/s it is 0.49, which is not small. The numerical solution for that case has exponent 0.195 between $10^3$ and $10^5$ s, while the atomic share of the released hydrogen rises from 32\% to 54\%. The share at 1000 s corresponds to a ratio of stored amounts of 0.48, close to the estimate. This is a crossover between the two transport laws, and its exponent is not a new universal value.

The outer boundary matters as well. At 1000 s the diffusion length is 32 nm, far more than the 2 nm dielectric. The example therefore treats dielectric and gate as one uniform medium for H$_2$. Two other boundaries at $x=\ell$ give simple limits once $\sqrt{Dt}\gg\ell$, with equilibrium in the layer retained and $\delta\ll\ell$:
\begin{itemize}
\item A reflecting boundary makes $M$ nearly uniform. Then $N=2\ell KG^2/N^2$, and $N=(2\ell KG^2)^{1/3}$ stops growing.
\item A perfectly absorbing boundary gives a nearly linear profile with molecular flux $DM(0,t)/\ell$. Then $dN/dt=2DKG^2/(\ell N^2)$, so at late times $N^3\simeq6DKG^2t/\ell$, again a $t^{1/3}$ law.
\end{itemize}
These two limits follow from the equations above but were not part of the numerical solution. For the absorbing boundary the net reaction must supply the flux, $\delta R=DM(0,t)/\ell$, so $\epsilon\simeq D/(\ell\delta k_s)$ and equilibrium requires $\ell\gg D/(\delta k_s)$. This length is 1 nm in the example, so for $\ell=2$ nm neither this condition nor $\delta\ll\ell$ is met.

The exponent $1/6$ thus belongs to a definite regime: balanced bond kinetics with only a small fraction of the bonds broken, two-way dimerisation equilibrium, released hydrogen held almost entirely as H$_2$, and a medium at least several diffusion lengths long. An observed slope near $1/6$ is compatible with this regime but does not by itself establish that hydrogen diffusion is the microscopic cause of the instability. The remaining values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
N0 = 1.0e+13 cm^-2
kF = 1.0 s^-1
kR = 1.0e-13 cm^3/s
kd = 1.0e-14 cm^3/s
ks = 1.0 s^-1
D of H2 = 1.0e-14 cm^2/s
layer thickness delta = 1.0 nm
G = kF N0/kR = 1.00e+26 cm^-5
K = kd/ks = 1.00e-14 cm^3
g(-1/3) = 1.45962, profile area = 1.45962
g(-1/4) = 1.35196
g(-1/6) = 1.26407
Reversible dimerisation: t (s), N law, N simulated (cm^-2)
        10  4.5195e+10  4.4450e+10
       100  6.6337e+10  6.5760e+10
      1000  9.7370e+10  9.6632e+10
     10000  1.4292e+11  1.4157e+11
    100000  2.0978e+11  2.0698e+11
Values of the law at 1000 s:
  diffusion length sqrt(D t) = 31.62 nm
  H in layer = 1.027e+15 cm^-3
  H2 at interface = 1.055e+16 cm^-3
  N/N0 = 0.00974
  (dN/dt)/(kF N0) = 1.62e-06
  atoms in layer / N = 1.05e-03
  H2 profile at x = sqrt(D t): 0.6381 of M(0)
Oxide: 2.0 nm, relative permittivity 3.9
Threshold shift magnitude at 1000 s = 9.04 mV
Equilibrium departure, 1000 s: law 0.00769
Equilibrium departure, 1000 s: simulated 0.00766
Depletion coefficient = 0.6340
N at 100000 s, depletion-corrected = 2.0699e+11 cm^-2
Largest profile error at 100000 s = 0.00162 of M(0)
Exponents from simulation:
  H2 escapes, 1000 to 100000 s: 0.1654
  atoms only, 1000 to 100000 s: 0.2488
  no dissociation, 10 to 100 s: 0.3319
  H2 and atoms, 1000 to 100000 s: 0.1946
Atoms only: diffusivity = 1.0e-14 cm^2/s
  N at 100000 s: law 6.5385e+10 cm^-2
  N at 100000 s: simulated 6.5208e+10 cm^-2
No dissociation, N at 100 s: law 1.8171e+11 cm^-2
No dissociation, N at 100 s: sim. 1.8000e+11 cm^-2
Escape run: atomic diffusivity = 1.0e-12 cm^2/s
  H sqrt(DH)/(2 M sqrt(D)) from law, 1000 s = 0.4868
  DH that makes this ratio one = 4.219e-12 cm^2/s
  atomic share of hydrogen, 1000 s = 0.3243
  atomic share of hydrogen, 100000 s = 0.5375
\end{verbatim}
